# Diffusion on a Chain with Alternating Hopping Rates

## Problem

A particle moves by thermally activated hops along an infinite chain of sites a distance $l$ apart. The bonds between neighbouring sites are of two kinds, which alternate. A site of type A has a bond of rate $k_1$ on its right and one of rate $k_2$ on its left; a site of type B has them the other way round. Each rate is the probability per unit time of crossing the bond in one given direction. All sites have the same energy and the same local vibrations, so by detailed balance a bond has the same rate both ways. Successive hops have no memory beyond the site occupied, and the particles do not interact.

(a) Find the diffusion coefficient

$$D=\lim_{t\to\infty}\frac12\frac{d\langle x^2\rangle}{dt}.$$

(b) Is it $l^2$ times the arithmetic mean of the two rates?

(c) Evaluate it for $l=0.40$ nm, barriers $E_1=1.10$ eV and $E_2=1.30$ eV, attempt frequency $\nu=10^{12}\ \mathrm{s^{-1}}$ and $T=1273$ K. These round values lie roughly in the regime of molecular oxygen crossing silica glass during the dry oxidation of silicon.

**The rates.** In transition-state theory a rate is the one-way thermal flux over the saddle, divided by the population of the well. For a particle of mass $m$, the mean of the velocity counted only when it points forward is $\sqrt{k_BT/2\pi m}$. The probability density at the saddle is $e^{-E/k_BT}/Z$, with $Z=\int e^{-V/k_BT}dx$ taken over the well. For a harmonic well, $V=\tfrac12 m(2\pi\nu)^2x^2$, this Gaussian integral is $Z=\sqrt{2\pi k_BT/m}\,/(2\pi\nu)$. The product is

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-E/k_BT}}{Z}=\nu\,e^{-E/k_BT}$$

per direction. It requires $E\gg k_BT$ and no immediate recrossing of the saddle. Here $k_BT=0.1097$ eV, which gives $k_1=4.42\times10^7\ \mathrm{s^{-1}}$ and $k_2=7.13\times10^6\ \mathrm{s^{-1}}$, a ratio of 6.19.

## First estimate by scaling

For a symmetric walk with steps $\pm L$, each at rate $\Gamma$, every hop adds $L^2$ to $\langle x^2\rangle$ on average. Then $\langle x^2\rangle=2\Gamma L^2t$ and $D=\Gamma L^2$. This rule can be applied to the chain in two ways.

*Counting hops.* Every site is left at the total rate $K=k_1+k_2$ by a step of length $l$. If the directions of successive hops were independent and unbiased, each direction would have the rate $K/2$, and

$$D_{\rm hop}=\tfrac12 l^2(k_1+k_2).$$

This is the arithmetic mean.

*Counting slow crossings.* Suppose $k_1\gg k_2$. The particle then shuttles across a fast bond many times before it leaves the pair of sites, and spends half its time at each end. It can leave to the right only from the right-hand end, so the rate is $k_2/2$, and likewise to the left. Each escape moves it to the next pair, a distance $2l$ away:

$$D_{\rm slow}=(2l)^2\,\frac{k_2}{2}=2l^2k_2 .$$

The two estimates disagree strongly when $k_2\to0$. The first stays finite, although in a chain with every second bond blocked a particle can never get farther than one spacing from its start; the second vanishes, as it must. When the rates are equal, the first is correct and the second is twice too large. With $l^2=1.6\times10^{-15}\ \mathrm{cm^2}$ the numbers are $D_{\rm hop}=4.1\times10^{-8}$ and $D_{\rm slow}=2.3\times10^{-8}\ \mathrm{cm^2/s}$.

## Exact solution

Let $s=+1$ on an A site and $s=-1$ on a B site, and write $a=k_1-k_2$. The rates to the right and to the left, $k_+$ and $k_-$, satisfy

$$k_++k_-=K,\qquad k_+-k_-=a\,s .$$

Every hop changes $x$ by $\pm l$ and reverses $s$. The average of any function of $x$ and $s$ changes at the mean of (rate) × (change caused by the hop). For $x^2$ this gives

$$\frac{d\langle x^2\rangle}{dt}=\big\langle k_+(2lx+l^2)+k_-(-2lx+l^2)\big\rangle=l^2K+2la\langle xs\rangle .$$

The first term is the hop count. The second records whether the particle tends to sit where its next hop leads outward or back. Its own equation follows from the same rule, since a hop turns $xs$ into $-(x\pm l)s$:

$$\frac{d\langle xs\rangle}{dt}=\big\langle k_+(-2xs-ls)+k_-(-2xs+ls)\big\rangle=-2K\langle xs\rangle-la .$$

In the last step $s(k_+-k_-)=as^2=a$. The two equations close, so no approximation is needed.

Put the origin at the starting site, of either type, so that $\langle xs\rangle=0$ at $t=0$. The solution is

$$\langle xs\rangle=-\frac{la}{2K}\left(1-e^{-2Kt}\right).$$

Inserting it in the first equation and halving gives a time-dependent diffusion coefficient,

$$D(t)\equiv\frac12\frac{d\langle x^2\rangle}{dt}=\frac{l^2K}{2}-\frac{l^2a^2}{2K}\left(1-e^{-2Kt}\right).$$

At long times the exponential vanishes. Since $K^2-a^2=(k_1+k_2)^2-(k_1-k_2)^2=4k_1k_2$,

$$\boxed{D=\frac{l^2(K^2-a^2)}{2K}=\frac{2l^2k_1k_2}{k_1+k_2}}$$

This answers (a). It is $l^2$ times the harmonic mean of the rates, so the answer to (b) is no, unless $k_1=k_2$.

The mean displacement does not alter this result. From $d\langle s\rangle/dt=-2K\langle s\rangle$ and $d\langle x\rangle/dt=la\langle s\rangle$, it tends to $\pm la/2K$, which is at most $l/2$ in size. Subtracting its square from $\langle x^2\rangle$ leaves the long-time growth rate unchanged.

**The same result from a steady flux.** Let $p_n$ be the mean occupancy of site $n$. The net flux through a bond is $J=k(p_n-p_{n+1})$, and in a steady state $J$ is the same through every bond. The occupancy therefore drops by $J/k_1$ and $J/k_2$ on successive bonds, and over one period $2l$ by

$$\Delta p=J\left(\frac1{k_1}+\frac1{k_2}\right).$$

The number of particles per unit length is $p/l$, so Fick's law reads $J=D\,\Delta p/(l\cdot2l)$. Hence $D=2l^2/(1/k_1+1/k_2)$, as before. The bonds act as resistances in series, and it is the inverse rates that add.

## Comparison

**Where the hop count fails.** At $t=0$ the formula for $D(t)$ gives $l^2K/2$, so the arithmetic mean is the correct short-time value. It then falls, because successive hops tend to cancel. For a given starting site their directions are independent, but they are biased alternately to the right and to the left. At any site the next hop uses the $k_1$ bond with probability $k_1/K$. A hop over that bond is followed by its reversal with the same probability, and similarly for $k_2$. The overall reversal probability is

$$\frac{k_1^2+k_2^2}{K^2}=\frac12+\frac{a^2}{2K^2},$$

which exceeds one half whenever the rates differ. In the example it is 0.76. A reversal probability of one half is that of independent, unbiased hops, for which the hop count is right; the excess over one half lowers $D$. Indeed, if $R$ is the reversal probability, $1-R=2k_1k_2/K^2$, and the exact result can be written $D=2(1-R)D_{\rm hop}$.

**Size of the errors.** With $r=k_1/k_2\ge1$,

$$\frac{D_{\rm hop}}{D}=\frac{(1+r)^2}{4r},\qquad \frac{D_{\rm slow}}{D}=1+\frac1r .$$

Both estimates are too high for finite $r>1$. They coincide at $r=3$, where each exceeds $D$ by one third. Below $r=3$ the hop count is the better of the two, and above it the slow-bond estimate is.

**The example.** The exact formula gives

$$D=2(1.6\times10^{-15}\ \mathrm{cm^2})\,\frac{(4.42\times10^7)(7.13\times10^6)}{5.13\times10^7}\ \mathrm{s^{-1}}=2.0\times10^{-8}\ \mathrm{cm^2/s}.$$

The slow-bond estimate is 16% above this, and the arithmetic mean is 2.09 times too large. The short-time regime lasts about $1/(2K)=9.7$ ns. After one such time $D(t)/D$ has fallen from 2.09 to 1.40, and after three to 1.05. Diffusion over 10 nm takes roughly $(10\ \mathrm{nm})^2/2D\approx25\ \mathrm{\mu s}$, so in this model transport through a film of that thickness is governed by the long-time value, to within about 3% that depends on which kind of bond ends the 25-bond film. This concerns diffusion only: the growth of a real dry oxide that thin is limited mainly by the reaction at the silicon interface.

**Temperature dependence.** Hold $l$, $\nu$ and the barriers fixed, and let $\beta=1/k_BT$. Since $d(1/k_i)/d\beta=E_i/k_i$, the apparent activation energy is

$$-\frac{d\ln D}{d\beta}=\frac{E_1/k_1+E_2/k_2}{1/k_1+1/k_2}=\frac{k_2E_1+k_1E_2}{K}=1.27\ \mathrm{eV}.$$

It lies near the higher barrier, which supplies most of the resistance. The arithmetic mean would give $(k_1E_1+k_2E_2)/K=1.13$ eV, near the lower one. Its error therefore grows on cooling: at 1073 K, $D=2.2\times10^{-9}\ \mathrm{cm^2/s}$ and the arithmetic mean is 2.70 times too large.

## What a real oxide changes

For molecular oxygen dissolved in silica near 1273 K, the diffusion coefficient is very roughly $10^{-8}\ \mathrm{cm^2/s}$ and the activation energy about 1 eV (reported values run from roughly 0.9 to 1.2 eV), so the example has the right order of magnitude. Glass, however, is a disordered three-dimensional network with a spread of barriers and site energies. Among the assumptions it breaks is that every slow bond must be crossed.

A small model shows how much detours can matter. Place two such chains side by side, shifted so that each $k_1$ bond faces a $k_2$ bond, and join facing sites by hops of rate $k_t$. Impose a mean occupancy drop of one unit per spacing. By symmetry the deviations from the straight line are $+u$ on A sites and $-u$ on B sites, and facing sites are of opposite type. The fluxes along the chains are $k_1(1+2u)$ and $k_2(1-2u)$. A B site receives the first, passes on the second, and sends $k_t(-2u)$ across:

$$k_1(1+2u)=k_2(1-2u)-2k_tu\quad\Rightarrow\quad u=-\frac{a}{2(K+k_t)} .$$

The mean flux per chain for unit drop is $D/l^2$, so

$$\frac{D}{l^2}=\frac{k_1(1+2u)+k_2(1-2u)}2=\frac K2-\frac{a^2}{2(K+k_t)} .$$

For $k_t=0$ this is the harmonic mean; for $k_t\to\infty$ it is the arithmetic mean, because fast crossing makes the particle equally likely to be at either of two facing sites before each hop along the chains, which removes the correlation between those hops. With $k_1$, $k_2$ and $l$ unchanged and $k_t=k_1$, $D$ rises by a factor of 1.50. The gain comes from the shift between the chains: if like bonds face each other, the cross links offer no detour and $D$ is unchanged.

Unequal site energies also change $D$. Raise the B sites by $\Delta$, keeping the A sites and the saddles fixed. The rates out of B grow by $e^{\Delta/k_BT}$, so the flux is driven by differences between $p_A$ and $p_Be^{\Delta/k_BT}$. For a given flux these differences are as before, but each B site now holds fewer particles by the factor $e^{-\Delta/k_BT}$. The concentration gradient is multiplied by $(1+e^{-\Delta/k_BT})/2$, and $D$ by the inverse. For $\Delta=0.10$ eV that is a factor of 1.43.

Two corrections to the rates themselves are smaller here. Replacing the harmonic well by a cosine one of the same curvature, with $Z$ integrated numerically, lowers the rate by 2.8% if both barriers are $E_1$ and by 2.3% if both are $E_2$. A site of the chain has one barrier of each kind but a single $Z$, so both its rates fall by the same fraction; for a well joined from two such half-cosines that fraction lies between these two values. Tunnelling through a parabolic barrier whose frequency equals $\nu$ raises a rate by the fraction $(h\nu/k_BT)^2/24$ to leading order, about $6\times10^{-5}$. These figures show only the size of the effects. For the mass of an oxygen molecule, a cosine well with this $\nu$ and these barriers would be 1.3 to 1.4 nm wide, not 0.40 nm, so $\nu$ is best read as an effective prefactor. For a cosine barrier of period $l$ the tunnelling correction is larger, but still below $10^{-3}$. Quantisation of the vibration in the well raises the rate by a further fraction of the same size, so the total quantum correction is about $1.2\times10^{-4}$ for the stated $\nu$ and up to $1.5\times10^{-3}$ for period $l$. Recrossing of the saddles is not estimated; if it lowers both rates by a common factor, it lowers $D$ by that same factor.
